# Virial Stress of Many-Body Potentials in Periodic Cells

## Definitions and conventions

A periodic cell has lattice vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$, the columns of the matrix $h$, and volume $V=\det h>0$. It holds atoms at Cartesian positions $\mathbf r_i$. The images of atom $j$ sit at $\mathbf r_j+h\mathbf n$, with $\mathbf n$ a triple of integers. The pair vector from atom $i$ to such an image is

$$\mathbf r_{ij}^{\mathbf n}=\mathbf r_j+h\mathbf n-\mathbf r_i .$$

The case $j=i$ is allowed when $\mathbf n\neq 0$: an atom may interact with its own images. Greek indices label Cartesian components, and $(\mathbf u\otimes\mathbf v)_{\alpha\beta}=u_\alpha v_\beta$.

**Assumptions on the potential.** The energy per cell is a sum of site energies,

$$E=\sum_i E_i\big(\{\mathbf r_{ij}^{\mathbf n}\}\big),$$

where

1. $E_i$ depends on the surroundings of atom $i$ through its pair vectors alone, in any joint way. It is defined for arbitrary surroundings, not just periodic ones, so its arguments can be varied independently.
2. $E_i$ has a finite range $r_c$ and is continuously differentiable. A neighbour that crosses $r_c$ does so with zero energy and zero slope, so changes of the neighbour list add nothing to first derivatives.
3. $E_i$ is unchanged when all its pair vectors are rotated together.

Angular terms are included, since the vector between two neighbours of $i$ is a difference of two pair vectors of $i$. The central quantity is the gradient

$$\mathbf g_{ij}^{\mathbf n}=\frac{\partial E_i}{\partial \mathbf r_{ij}^{\mathbf n}},$$

taken with the other pair vectors of site $i$ held fixed. In general $\mathbf g_{ij}^{\mathbf n}\neq-\mathbf g_{ji}^{-\mathbf n}$, because the two belong to different site energies. Below, $\sum$ without indices runs over all directed pair vectors: every $i$ in the cell and every neighbour $(j,\mathbf n)$ of it.

**Stress.** A homogeneous strain $\varepsilon$ maps $h\to(1+\varepsilon)h$ and $\mathbf r_i\to(1+\varepsilon)\mathbf r_i$. The static stress is the energy derivative per volume,

$$\sigma_{\alpha\beta}=\frac{W_{\alpha\beta}}{V},\qquad W_{\alpha\beta}=\frac{\partial E}{\partial\varepsilon_{\alpha\beta}}\bigg|_{\varepsilon=0},$$

with tension positive. For $\varepsilon=\eta\,1$ with small $\eta$, $dE=\eta\,\mathrm{tr}\,W$ and $dV=3V\eta$. The pressure is therefore $P=-dE/dV=-\mathrm{tr}\,W/(3V)$. The atoms are at rest; the kinetic part of the stress is a separate term, not treated here.

## Two lemmas

**Lemma 1.** Under a homogeneous strain every pair vector transforms as $\mathbf r_{ij}^{\mathbf n}\to(1+\varepsilon)\mathbf r_{ij}^{\mathbf n}$.

*Proof.* The integers $\mathbf n$ do not change, so

$$(1+\varepsilon)\mathbf r_j+(1+\varepsilon)h\mathbf n-(1+\varepsilon)\mathbf r_i=(1+\varepsilon)\mathbf r_{ij}^{\mathbf n}.\qquad\blacksquare$$

**Lemma 2.** The total force on atom $k$, $\mathbf F_k=-\partial E/\partial\mathbf r_k$ at fixed $h$, is

$$\mathbf F_k=\sum_{j,\mathbf n}\mathbf g_{kj}^{\mathbf n}-\sum_{i,\mathbf n}\mathbf g_{ik}^{\mathbf n},$$

and $\sum_k\mathbf F_k=0$.

*Proof.* Displacing $\mathbf r_k$ by $\delta$ moves all images of $k$ with it. A pair vector that starts at $k$ changes by $-\delta$, and one that ends on an image of $k$ changes by $+\delta$. Hence $\delta E=-\sum_{j,\mathbf n}\mathbf g_{kj}^{\mathbf n}\cdot\delta+\sum_{i,\mathbf n}\mathbf g_{ik}^{\mathbf n}\cdot\delta$, and $\mathbf F_k$ follows with a change of sign. In the sum over $k$ each gradient appears once with each sign. $\blacksquare$

A pair vector from $k$ to its own image appears in both sums and cancels. It equals $h\mathbf n$, so neither its length nor its direction changes when $k$ moves, and its gradient contributes nothing to $\mathbf F_k$. It does change under strain.

## The theorem

**Theorem.** Under the stated assumptions:

(a) The stress is the sum over pair vectors

$$\sigma_{\alpha\beta}=\frac1V\sum g_{ij,\alpha}^{\mathbf n}\,r_{ij,\beta}^{\mathbf n},$$

and it is symmetric.

(b) With $Q=-\sum_k\mathbf F_k\otimes\mathbf r_k$, the expression built from positions and total forces,

$$W=Q+K,\qquad K_{\alpha\beta}=\sum g_{ij,\alpha}^{\mathbf n}(h\mathbf n)_\beta=\sum_{\mu=1}^{3}\frac{\partial E}{\partial h_{\alpha\mu}}\bigg|_{\mathbf r}h_{\beta\mu}.$$

Thus $Q/V$ is the stress if and only if $K=0$.

*Proof of (a).* By Lemma 1, $\delta r_{ij,\alpha}^{\mathbf n}=\sum_\beta\varepsilon_{\alpha\beta}r_{ij,\beta}^{\mathbf n}$. The chain rule gives

$$\delta E=\sum\sum_\alpha g_{ij,\alpha}^{\mathbf n}\,\delta r_{ij,\alpha}^{\mathbf n}
=\sum_{\alpha\beta}\varepsilon_{\alpha\beta}\sum g_{ij,\alpha}^{\mathbf n}r_{ij,\beta}^{\mathbf n}.$$

The coefficient of $\varepsilon_{\alpha\beta}$ is $W_{\alpha\beta}$.

For the symmetry, let $w^{(i)}=\sum_{j,\mathbf n}\mathbf g_{ij}^{\mathbf n}\otimes\mathbf r_{ij}^{\mathbf n}$ be the part from site $i$. An infinitesimal rotation changes every pair vector by $\Omega\,\mathbf r_{ij}^{\mathbf n}$ with $\Omega$ antisymmetric, and leaves $E_i$ unchanged:

$$0=\sum_{\alpha\beta}\Omega_{\alpha\beta}\,w^{(i)}_{\alpha\beta}.$$

Choosing a single independent element, $\Omega_{\alpha\beta}=-\Omega_{\beta\alpha}\neq0$, gives $w^{(i)}_{\alpha\beta}=w^{(i)}_{\beta\alpha}$. Each site part is symmetric, and so is $W$.

*Proof of (b).* Split the pair vector into $(\mathbf r_j-\mathbf r_i)+h\mathbf n$:

$$W=\sum\mathbf g_{ij}^{\mathbf n}\otimes(\mathbf r_j-\mathbf r_i)+\sum\mathbf g_{ij}^{\mathbf n}\otimes h\mathbf n .$$

In the first sum, collect everything that multiplies a given $\mathbf r_k$. Pair vectors ending on $k$ contribute $+\mathbf g_{ik}^{\mathbf n}$ and those starting at $k$ contribute $-\mathbf g_{kj}^{\mathbf n}$. By Lemma 2 the total is $-\mathbf F_k$, so the first sum is $Q$. The second is $K$.

To identify $K$, vary $h$ with the Cartesian positions fixed. Then $\delta\mathbf r_{ij}^{\mathbf n}=\delta h\,\mathbf n$, so $\partial E/\partial h_{\alpha\mu}=\sum g_{ij,\alpha}^{\mathbf n}n_\mu$. Multiplication by $h_{\beta\mu}$ and summation over $\mu$ turns $n_\mu$ into $(h\mathbf n)_\beta$. $\blacksquare$

The energy of a periodic system is a function of two sets of variables, positions and cell. A strain changes both. Total forces are derivatives with respect to the first set alone, so $Q$ is a partial derivative in place of the full one.

**Remark (many-body terms).** The proof of (a) uses neither pair additivity nor central forces. When $\mathbf g$ is not parallel to its pair vector, a single term $\mathbf g\otimes\mathbf r$ is not symmetric; the sum over one site is. The total $W$ does not depend on how a given $E$ is divided into site energies, since $\partial E/\partial\varepsilon$ contains no such division.

**Remark (relaxation).** The strain here carries all atoms along homogeneously. If they are also displaced by $\mathbf u_k(\varepsilon)$, the derivative gains $-\sum_k\mathbf F_k\cdot\partial\mathbf u_k/\partial\varepsilon_{\alpha\beta}$. This vanishes when all forces are zero.

## Consequences for position times force

**Corollary 1 (zero forces).** If all $\mathbf F_k=0$, then $Q=0$ whatever the stress is.

This follows from the definition of $Q$. In a perfect fcc crystal of one species all atoms are related by lattice translations and so feel the same force; since $\sum_k\mathbf F_k=0$ by Lemma 2, that force vanishes at every lattice constant, so $Q$ reports zero pressure under any compression.

**Corollary 2 (choice of image).** If atom $k$ is represented by its image at $\mathbf r_k+h\mathbf m$, then $W$ is unchanged and $Q$ changes by $-\mathbf F_k\otimes h\mathbf m$.

*Proof.* The crystal is the same set of points. Pair vectors keep their values and gradients; their labels shift by $\pm\mathbf m$. Hence $W$ and all forces are unchanged, and $Q$ changes through $\mathbf r_k$ alone. $\blacksquare$

If some $\mathbf F_k\neq0$, two choices of image therefore give two values of $Q$ for one physical state, and at most one of them can equal $W$. The pressure computed from $Q$ shifts by $\mathbf F_k\cdot h\mathbf m/(3V)$. A common shift of all atoms is harmless, because $\sum_k\mathbf F_k=0$.

**Corollary 3 (larger cells).** Replicating the cell $M$ times, with each copy translated as a whole by $h\mathbf m_s$, leaves $Q/V$ unchanged.

*Proof.* Corresponding atoms feel the same force, so

$$\sum_{s=1}^{M}\sum_k\mathbf F_k\otimes(\mathbf r_k+h\mathbf m_s)=M\sum_k\mathbf F_k\otimes\mathbf r_k+\Big(\sum_k\mathbf F_k\Big)\otimes\sum_s h\mathbf m_s .$$

The last term is zero, and the volume is $MV$. $\blacksquare$

Such replication thus does not dilute the error. $K$ comes only from pair vectors with $\mathbf n\neq0$. When the cell is enlarged $L$ times in each direction, their number grows as the boundary area, roughly $L^2$, but each carries a vector $h\mathbf n$ that grows as $L$, so $K$ keeps pace with the volume.

**Corollary 4 (isolated cluster).** Without periodic images all pair vectors have $\mathbf n=0$. Then $K=0$ and $W=Q$. Here position times total force is a correct virial. The same holds for a periodic cell in which no pair vector has $\mathbf n\neq0$, such as a cluster separated from its images by vacuum wider than $r_c$.

## A correct form with explicit images

**Proposition.** Let $\mathbf R_{j\mathbf n}=\mathbf r_j+h\mathbf n$ be treated as independent positions of explicit atoms. Let $E_{\rm cell}$ be the sum of the site energies of the home atoms ($\mathbf n=0$) as a function of all these positions, and let $\mathbf P_{j\mathbf n}=-\partial E_{\rm cell}/\partial\mathbf R_{j\mathbf n}$. Then

$$W=-\sum_{j,\mathbf n}\mathbf P_{j\mathbf n}\otimes\mathbf R_{j\mathbf n},\qquad \mathbf F_j=\sum_{\mathbf n}\mathbf P_{j\mathbf n}.$$

*Proof.* On periodic configurations $E_{\rm cell}=E$. A strain maps every $\mathbf R_{j\mathbf n}$ to $(1+\varepsilon)\mathbf R_{j\mathbf n}$, and the chain rule gives the first formula. Displacing $\mathbf r_j$ displaces all its images equally, which gives the second. $\blacksquare$

Inserting $\mathbf R_{j\mathbf n}=\mathbf r_j+h\mathbf n$ yields

$$W=-\sum_j\mathbf F_j\otimes\mathbf r_j-\sum_{j,\mathbf n}\mathbf P_{j\mathbf n}\otimes h\mathbf n .$$

Adding the forces on the images to their parent atoms gives correct total forces but discards where those forces acted. The last sum, equal to $K$, is what is lost. A program that obtains the virial from this formula must therefore form it before it adds the image forces to the parents, or else supply $K$ separately.

## Worked example

The model has round parameters in Hartree atomic units and represents no particular material. With $r_j$ and $\mathbf u_j$ the length and direction of the pair vectors of one site, $c_{jk}=\mathbf u_j\cdot\mathbf u_k$ and $q_{jk}=c_{jk}+\tfrac13$,

$$E_i=\frac A2\sum_j\phi_j-B\sqrt\rho+D\sum_{j<k}\psi_j\psi_k q_{jk}^2,\qquad \rho=\sum_j\psi_j .$$

Here $A=0.02$, $B=0.08$ and $D=0.002$ hartree ($D$ is printed as C_ang). Both radial functions have the form $e^{-\kappa(r/r_0-1)}(1-r^2/r_c^2)^3$ for $r<r_c$ and vanish beyond, with $\kappa=10$ for $\phi$, $\kappa=4$ for $\psi$, $r_0=5.4$ bohr and $r_c=9$ bohr.

Since $\partial c_{jk}/\partial\mathbf r_j=(\mathbf u_k-c_{jk}\mathbf u_j)/r_j$, the product rule gives

$$\begin{aligned}\mathbf g_j={}&\Big[\frac A2\phi_j'-\frac{B\psi_j'}{2\sqrt\rho}+D\psi_j'\sum_{k\ne j}\psi_kq_{jk}^2\Big]\mathbf u_j\\&+\frac{2D\psi_j}{r_j}\sum_{k\neq j}\psi_kq_{jk}(\mathbf u_k-c_{jk}\mathbf u_j).\end{aligned}$$

The second line is perpendicular to $\mathbf u_j$: this is the non-central part.

**Perfect fcc crystal, $a=7.5$ bohr.** Two shells lie within range: 12 neighbours at 5.3033 bohr and 6 at 7.5 bohr. The perpendicular part drops out of the trace $\sum_j\mathbf g_j\cdot\mathbf r_j$. Per atom, in hartree, the pair and embedding parts are

$$\tfrac12(0.02)\,[12(-4.329365)+6(-0.016072)]=-0.52049,$$

$$-\frac{0.08\,[12(-2.127530)+6(-0.115563)]}{2\sqrt{3.621923}}=0.55117 .$$

For the angular part, sums of $q_{jk}^2$ over ordered pairs are needed. A first-shell neighbour sees the other eleven at cosines $\tfrac12,0,-\tfrac12,-1$, with multiplicities 4, 2, 4, 1. This gives $\tfrac{25}{9}+\tfrac29+\tfrac19+\tfrac49=\tfrac{32}9$, and $\tfrac{128}3$ for all twelve. A second-shell neighbour sees the first shell at cosines $\pm1/\sqrt2$ and $0$, four each, which gives $\tfrac{16}3$, and 32 for all six. Within the second shell the cosines are $0$ (four) and $-1$ (one), which gives $\tfrac89$, and $\tfrac{16}3$ for all six. With $p=r\psi'$ and shell labels 1 and 2, the angular part is

$$D\Big[\tfrac{128}3p_1\psi_1+32(p_1\psi_2+\psi_1p_2)+\tfrac{16}3p_2\psi_2\Big]=-0.05729,$$

using $\psi_1=0.298816$, $\psi_2=0.006021$, $p_1=-2.127530$ and $p_2=-0.115563$.

The total is $-0.026606$ hartree per atom. With four atoms in $a^3$,

$$P=\frac{4\times0.026606}{3\times7.5^3}=8.409\times10^{-5}\ \text{hartree/bohr}^3=2.474\ \text{GPa}.$$

The finite difference $-dE/dV$ agrees to all printed digits. The forces are zero to rounding, so $Q$ gives no pressure at all.

**Distorted triclinic cell.** Four displaced atoms in a cell of 421.8 bohr³ have 100 directed pair vectors. Of these, 88 have $\mathbf n\neq0$, and 24 lead to an atom's own images. The gradients of those 24 cancel in the force formula of Lemma 2 but belong in $W$. The neighbours themselves still enter $\rho$ and the angular sum, so they cannot be dropped from the site energies.

The $xx$ element of $Q$ follows from the printed forces and positions, in hartree:

$$\begin{aligned}Q_{xx}=-[&(-0.018796)(0.20)+(0.022626)(-0.25)\\&+(0.000915)(3.70)+(-0.004744)(3.95)]=0.0248 .\end{aligned}$$

The missing part is $K_{xx}=-0.1697$, and their sum is $W_{xx}=-0.1450$ hartree, within rounding. Here $Q_{xx}$ has even the wrong sign. The matrix $Q$ is also not symmetric: $Q_{xy}=-0.0779$ and $Q_{yx}=-0.0304$ hartree, whereas $W_{xy}=W_{yx}=0.0145$ hartree.

The traces are $-0.4546$ hartree for $W$ and $-0.1418$ hartree for $Q$. Division by $-3V$ gives

- from pair vectors: $3.592\times10^{-4}$ hartree/bohr³, or 10.57 GPa;
- from position times total force: $1.121\times10^{-4}$ hartree/bohr³, or 3.30 GPa.

Now represent atom 1 by its image displaced by $\mathbf a_1=(7.5,0,0)$ bohr. Corollary 2 predicts that the second value shifts by

$$\frac{\mathbf F_1\cdot\mathbf a_1}{3V}=\frac{(-0.018796)(7.5)}{3(421.8)}=-1.114\times10^{-4}\ \text{hartree/bohr}^3,$$

which leaves 0.02 GPa for the same crystal. The pair-vector result does not change. With the images removed altogether, the four atoms form a cluster, and both expressions give a trace of 0.312702 hartree.

The numerical check compares $W$, the forces and $K$ with finite differences of the energy, and also tests the replicated cell and the explicit-image formula.

## Scope and use in fitting

**Explicit volume terms.** If the energy contains an additional $U(V)$, then $\det(1+\varepsilon)=1+\mathrm{tr}\,\varepsilon$ to first order gives $\partial V/\partial\varepsilon_{\alpha\beta}=V\delta_{\alpha\beta}$. The stress gains $U'(V)\delta_{\alpha\beta}$, which must be added to the pair-vector sum obtained from the site energies $E_i$.

**Long-range Coulomb energy.** Assumption 2 fails, and the lattice sum may depend on the order of summation. The stress is still the strain derivative of the energy, but the energy must first be given a definite value by a stated summation method, and that expression must be differentiated.

**Fitting.** Suppose a potential is fitted to reference stresses and its own stress is computed as $Q/V$. For structures whose forces vanish by symmetry, this prediction is zero for every choice of parameters. Such stress data then cannot guide the fit.

**Validation.** Symmetry of the stress and invariance under a change of image are necessary conditions, not sufficient ones: $Q=0$ in a crystal with zero forces, such as the fcc example, satisfies both. A finite difference of the energy under strain, with fractional coordinates held fixed, tests the stress against its definition. It should include a structure under load and one with non-zero forces.

## Table of computed values

```
A, B, C_ang = 0.02, 0.08, 0.002 hartree
r0, rc = 5.4, 9.0 bohr; k pair, density = 10.0, 4.0
fcc: a = 7.5 bohr, 4 atoms, energy/atom = -0.108365 hartree
fcc shell 1: 12 at 5.3033 bohr, phi 0.332710, r phi' -4.329365
   psi 0.298816, r psi' -2.127530
fcc shell 2: 6 at 7.5000 bohr, phi 0.000584, r phi' -0.016072
   psi 0.006021, r psi' -0.115563
fcc density sum = 3.621923
fcc trace W/atom, pair, embedding, angular (hartree): -0.520488, 0.551169, -0.057287
fcc trace W/atom, total = -0.026606 hartree
fcc pressure, virial  = 8.408879e-05 hartree/bohr^3
fcc pressure, -dE/dV  = 8.408879e-05 hartree/bohr^3
fcc pressure, virial  = 2.474 GPa
fcc largest force = 7.6e-19 hartree/bohr
triclinic cell, lattice vectors in columns (bohr)
    7.500000   0.400000  -0.300000
    0.000000   7.600000   0.200000
    0.000000   0.000000   7.400000
positions, one atom per row (bohr)
    0.200000  -0.100000   0.300000
   -0.250000   4.100000   3.800000
    3.700000   0.400000   3.500000
    3.950000   3.600000  -0.100000
total forces, one atom per row (hartree/bohr)
   -0.018796   0.008402  -0.036112
    0.022626  -0.013588   0.005242
    0.000915  -0.019256   0.038016
   -0.004744   0.024442  -0.007146
volume = 421.800 bohr^3
directed pair vectors 100, with n nonzero 88, to own images 24
W from pair vectors (hartree)
   -0.144956   0.014451  -0.048313
    0.014451  -0.125132   0.057500
   -0.048313   0.057500  -0.184506
minus sum of force times position (hartree)
    0.024772  -0.077931  -0.084014
   -0.030377  -0.023740   0.118953
   -0.103901  -0.014586  -0.142856
missing cell part (hartree)
   -0.169728   0.092381   0.035701
    0.044827  -0.101392  -0.061453
    0.055587   0.072086  -0.041649
max |W - strain difference| = 3.7e-10 hartree
largest bond asymmetry = 3.44e-04 hartree
pressure, pair vectors: 3.592491e-04 hartree/bohr^3 = 10.569 GPa
pressure, force times position: 1.120784e-04 hartree/bohr^3 = 3.297 GPa
pressure, same, atom 1 moved by a1: 6.759170e-07 hartree/bohr^3 = 0.020 GPa
explicit atoms with ghosts: 52
max |W ghosts - W| = 1.9e-10 hartree
cluster trace: pair vectors 0.312702, force times position 0.312702 hartree
```
